# Equal Equivalent Oxide Thickness Does Not Fix Drain Coupling in Double-Gate Films

Suppose a 1 nm oxide in a double-gate transistor is replaced by 10 nm of a dielectric with ten times its permittivity. The equivalent oxide thickness (EOT) is unchanged, and so is the gate capacitance per area. If short-channel control is judged from EOT alone, the two devices have the same drain-induced barrier lowering (DIBL). In the 24 nm device computed below, the replacement raises it from about 40 to about 150 mV/V.

## The device and its drain coupling

A film of thickness \(2a=6\) nm and relative permittivity \(\varepsilon_s=11.7\) lies between two identical gate stacks. Let \(x\) run from source (\(x=0\)) to drain (\(x=L\)), and let \(y\) be measured from the film axis. The dielectric fills \(a<y<b\), with a metal gate at \(y=b\). All permittivities are relative. EOT is defined with permittivity 3.9, so for a single layer of thickness \(t\) and permittivity \(\varepsilon_i\)

\[
C\equiv\frac{\varepsilon_i}{t}=\frac{3.9}{\mathrm{EOT}} .
\]

Here EOT is 1 nm and \(C=3.9\) nm\(^{-1}\). The vacuum permittivity has been divided out.

In subthreshold, mobile charge is neglected. The response to the electrodes then obeys \(\nabla\cdot(\varepsilon\nabla g)=0\). Let \(g_D\) be the potential produced by 1 V on the drain with the other electrodes grounded, and define \(g_S\) and \(g_G\) likewise, with both gates driven together. No flux crosses the outer boundaries, so 1 V on every electrode gives 1 V everywhere:

\[
g_S+g_D+g_G=1 .
\]

At mid-channel, symmetry gives \(g_S=g_D\), hence \(g_G=1-2g_D\).

With the source grounded and no fixed charge, the potential is \(\phi=V_Dg_D+V_Gg_G\). A negative \(V_G\) forms an electron barrier, set by the minimum of \(\phi\) along the film axis. This minimum lies at \(x=L/2\) when \(V_D=0\). Since \(\partial\phi/\partial x=0\) there, a small displacement of the minimum does not change its value to first order. Holding the barrier fixed requires \(V_Dg_D+\delta V_G\,g_G=0\), so

\[
\mathrm{DIBL}=-\frac{\delta V_G}{V_D}=\frac{g_D}{1-2g_D}.
\]

If the current varies as \(\exp(q\phi_{\min}/k_BT)\), the subthreshold swing at small drain bias is \((k_BT/q)\ln 10/g_G\).

## The counter-example

Under the gate, a solution that decays along the channel has the form \(Y(y)e^{\pm kx}\). Substitution in the field equation gives

\[
(\varepsilon Y')'+k^2\varepsilon Y=0,\qquad Y'(0)=0,\quad Y(b)=0,
\]

with \(Y\) and \(\varepsilon Y'\) continuous at each interface. In the film \(Y=\cos ky\). Define the admittance of the dielectric as \(A(k)=-\varepsilon Y'/Y\) at \(y=a\). On the film side this quantity is \(\varepsilon_s k\sin ka/\cos ka\), so

\[
\varepsilon_s k\tan ka=A(k). \tag{1}
\]

The EOT argument replaces \(A(k)\) by its uniform-bias value \(C\). The lowest root of \(\varepsilon_s k\tan ka=C\) then gives a decay length \(1/k_{\rm EOT}=3.49\) nm for every dielectric in this example.

The actual solution in a single layer is \(Y\propto\sin k(b-y)\). Its derivative is proportional to \(-k\cos k(b-y)\), and therefore

\[
A(k)=\varepsilon_i k\cot kt,\qquad
\tan ka\,\tan kt=\frac{\varepsilon_i}{\varepsilon_s}. \tag{2}
\]

For the 10 nm layer, \(\varepsilon_i=39\) and \(k=0.1434\) nm\(^{-1}\). The two tangents are \(\tan0.430=0.459\) and \(\tan1.434=7.26\). Their product is 3.33, equal to \(39/11.7\). The decay length is 6.97 nm, twice the EOT-only value.

A two-dimensional solution of the whole device, including source, drain and a spacer of permittivity 3.9, gives these results for \(L=24\) nm on a grid of step 0.25 nm:

| \(\varepsilon_i\) | \(t\) (nm) | \(1/k\) (nm) | \(g_D\) | DIBL (mV/V) |
|---|---|---|---|---|
| 3.9 | 1 | 3.52 | 0.037 | 40 |
| 15.6 | 4 | 4.09 | 0.057 | 64 |
| 23.4 | 6 | 4.87 | 0.078 | 93 |
| 39 | 10 | 6.97 | 0.122 | 160 |

In the last row, \(g_G=1-2(0.122)=0.756\) and \(0.122/0.756=0.161\), or about 160 mV/V. The swing at 300 K is \(59.5/0.756\approx79\) mV/dec, against 64 mV/dec for the oxide. Halving the grid step changes \(g_D\) by \(-1.7\%\) of its value for the 10 nm layer and by \(-0.1\%\) for the oxide. The remaining error for the 10 nm layer is larger than this change. At a distance \(r\) from the upper corner of the drain, the potential there differs from the drain's by an amount varying as \(r^{0.37}\), so the error falls only as about \(h^{0.74}\) with grid step \(h\). Extrapolating to zero step lowers \(g_D\) by \(1.7\%/(1-2^{-0.74})\approx4\%\), to 0.117, and DIBL to about 152 mV/V. That is still nearly four times the oxide value. The two-dimensional results quoted below are for the 0.25 nm grid.

## The correct general statement

Let the dielectric be any stack of layers with finite positive permittivities, and define

\[
\frac1C=\int_a^b\frac{dy}{\varepsilon},\qquad
M=\int_a^b\varepsilon u^2\,dy .
\]

Here \(u\) is the uniform-bias profile, which falls from 1 at the film to 0 at the gate with \(\varepsilon u'=-C\). Let \(k_M\) be the root of \(\varepsilon_s k\tan ka=C-k^2M\) in \(0<k<\pi/2a\). Then the lowest decay rate \(k_1\) satisfies

\[
k_1<k_M<k_{\rm EOT}. \tag{3}
\]

Every such stack therefore has a longer decay length than EOT alone predicts. For single layers of equal EOT, \(1/k_1\) also rises strictly with \(t\).

**Proof of the bound.** Normalize \(Y\) in the dielectric so that \(Y(a)=1\) and \(Y(b)=0\). Multiply its equation by \(Y\) and integrate by parts. The boundary term is \([Y\varepsilon Y']_a^b=-\varepsilon Y'(a)=A\), which leaves

\[
A(k)=J[Y],\qquad
J[w]=\int_a^b\left(\varepsilon w'^2-k^2\varepsilon w^2\right)dy .
\]

Take another function \(w=Y+\eta\) with the same end values, so that \(\eta\) vanishes at both ends. Expanding \(J\) gives

\[
J[w]=J[Y]+2\int_a^b(\varepsilon Y'\eta'-k^2\varepsilon Y\eta)\,dy+J[\eta].
\]

Integration by parts turns the middle integral into \(-\int\eta[(\varepsilon Y')'+k^2\varepsilon Y]dy=0\). Let \(k_0\) be the lowest resonance of the dielectric with \(Y=0\) at both faces. By its definition as a minimum, \(\int\varepsilon\eta'^2dy\ge k_0^2\int\varepsilon\eta^2dy\). Hence \(J[\eta]>0\) for \(k<k_0\) and \(\eta\neq0\), and \(A(k)\) is the minimum of \(J\).

Now use \(w=u\). Its first term is \(\int\varepsilon u'^2dy=C^2\int dy/\varepsilon=C\). For \(k>0\), \(u\) does not solve the equation for \(Y\), so the inequality is strict:

\[
A(k)<C-k^2M . \tag{4}
\]

It remains to locate \(k_1\). The left side of (1) rises from 0 and diverges at \(\pi/2a\). For each fixed trial function \(J\) falls with \(k\), so its minimum \(A\) falls too, starting from \(C\). As \(k\to k_0\) from below, the solution that vanishes at the gate also tends to zero at the film, while its flux there stays nonzero. Thus \(|A|\to\infty\), and since \(A\le C\), \(A\to-\infty\). The two sides of (1) must therefore cross once below the smaller of \(k_0\) and \(\pi/2a\), and this crossing is \(k_1\).

At \(k_1\), (1) and (4) give \(\varepsilon_sk_1\tan k_1a-C+k_1^2M<0\). This expression increases with \(k\) and vanishes at \(k_M\), so \(k_1<k_M\). At \(k_M\), \(\varepsilon_sk_M\tan k_Ma=C-k_M^2M<C\), so \(k_M<k_{\rm EOT}\). This proves (3).

**Proof of the thickness ordering.** At fixed EOT, \(\varepsilon_i=Ct\), and (2) becomes \(A=C\,z\cot z\) with \(z=kt\). For \(0<z<\pi\),

\[
\frac{d}{dz}(z\cot z)=\frac{\sin2z-2z}{2\sin^2z}<0 .
\]

A thicker layer thus has a smaller \(A\) at each \(k\) below its resonance, and the crossing moves to smaller \(k\).

The two limits show when this matters. For \(kt\ll1\), \(A\simeq C(1-k^2t^2/3)\), and EOT is a good guide. If \(t\) grows without limit at fixed EOT, the right side of (2) grows as \(Ct/\varepsilon_s\) while \(ka\) tends to zero, because \(k<k_0=\pi/t\). Then \(\tan kt\) must diverge, \(kt\to\pi/2\), and the decay length approaches \(2t/\pi\). It is then set by the physical thickness. For \(t=10\) nm this limiting expression gives 6.4 nm, already close to the computed 6.97 nm.

## Why thickness alone is not the cause

For one layer, \(u\) is linear and \(M=\varepsilon_it/3\). At fixed EOT this equals \(\varepsilon_i^2/(3C)\), so a tenfold permittivity raises \(M\) a hundredfold, from 1.3 to 130 nm. The quantity \(M\) weights permittivity, which carries lateral displacement flux, by the square of the local potential. Position in the stack therefore matters.

Take 0.5 nm of permittivity 3.9 and 3 nm of permittivity 23.4. Each contributes 0.5 nm of EOT, so \(u\) drops by one half across each. A layer in which \(u\) falls linearly from \(u_1\) to \(u_2\) contributes \(\varepsilon t(u_1^2+u_1u_2+u_2^2)/3\). With the low-permittivity layer at the channel,

\[
M=\frac{1.95(1.75)+70.2(0.25)}{3}=6.99\ \text{nm}.
\]

With the order reversed,

\[
M=\frac{70.2(1.75)+1.95(0.25)}{3}=41.1\ \text{nm}.
\]

EOT and total thickness are the same in both cases, yet the decay length rises from 3.71 to 4.68 nm and DIBL from 48 to 86 mV/V. The reversed stack, 3.5 nm thick, also has a larger DIBL than the 4 nm single layer in the table. Physical thickness therefore does not order stacks of different composition.

The role of lateral flux can be isolated by setting the lateral permittivity of the dielectric to zero while keeping its vertical permittivity. The equation for \(Y\) there becomes \((\varepsilon Y')'=0\), so \(A=C\). The film then sees the same surface condition, \(-\varepsilon_s\partial g/\partial y=Cg\), and the same end electrodes for every layer of equal EOT. The two-dimensional calculation gives \(g_D=0.0358\) for all four single layers, and a decay length of 3.49 nm for the 10 nm layer. The differences in the table are thus due to lateral flux in the dielectric.

## Finite gates and finite drain bias

A longer decay length does not by itself order the couplings at every gate length, because the amplitude at the channel ends also changes. Multiplying the equation for mode \(Y_n\) by \(Y_m\), subtracting the reverse product and integrating gives

\[
(k_n^2-k_m^2)\int_0^b\varepsilon Y_nY_m\,dy
=\left[\varepsilon(Y_nY_m'-Y_mY_n')\right]_0^b=0 .
\]

The modes are therefore orthogonal with weight \(\varepsilon\). Let \(\alpha_n\) and \(\beta_n\) be the projections of \(g_D\) on mode \(n\) at \(x=L\) and \(x=0\). Between these planes, mode \(n\) has the coefficient

\[
\frac{\alpha_n\sinh k_nx+\beta_n\sinh k_n(L-x)}{\sinh k_nL}.
\]

At \(x=L/2\), use \(\sinh k_nL=2\sinh(k_nL/2)\cosh(k_nL/2)\). With \(Y_n(0)=1\) and \(c_n=\alpha_n+\beta_n\),

\[
g_D(L/2,0)=\sum_n\frac{c_n}{2\cosh(k_nL/2)} .
\]

For the 10 nm layer at \(L=24\) nm, \(c_1=0.687\) and \(k_1L/2=1.72\), so the lowest mode gives \(0.687/5.77=0.119\) of the computed 0.122. For the oxide, \(c_1=1.126\) and the result is \(1.126/30.2=0.037\). The thick layer has the smaller end amplitude, but its slower decay outweighs this.

The lowest mode is positive below the gate, and \(g_D\) is nonnegative on the end planes, so \(c_1>0\). For sufficiently long gates the stack with the smaller \(k_1\) must therefore have the larger coupling. At shorter lengths the ordering has to be computed. Here the ratio of \(g_D\) for the 10 nm layer to that for the oxide is 1.5 at 12 nm, 3.3 at 24 nm and 7.5 at 36 nm. The relative penalty grows with length although both couplings fall.

At a drain bias of 0.5 V and a barrier held at 0.4 eV, DIBL is 33 mV/V for the oxide and 138 mV/V for the 10 nm layer. Both are below their small-bias values. The barrier potential is a minimum of functions linear in \(V_D\) and \(V_G\), so it is concave in the two voltages. The gate voltage that holds it fixed is then a convex function of \(V_D\) and lies above its initial tangent, which makes the average shift per volt smaller.

These results concern electrostatics in a symmetric film with ideal electrodes, a gate dielectric that ends at the gate edges, and a source and drain no taller than the film. The decay lengths and the bound (3) do not depend on the spacer, but the end amplitudes do. At \(L=24\) nm the zero-step DIBL of the 10 nm layer is about 140 mV/V for a spacer of permittivity 1 and about 195 mV/V for one of 20, while that of the oxide stays near 40 mV/V. Tunnelling, quantum confinement, interface charge and mobile charge are left out, so they do not rank complete gate technologies. Within this model, EOT fixes the response to a laterally uniform potential. For a single layer, where \(k_1^2M/C=(k_1t)^2/3\), it also fixes the decay length approximately when \(k_1^2M\ll C\). For the oxide \(k_1^2M/C=0.027\); for the 10 nm layer it is 0.69, and EOT no longer describes the decay. The remaining values are in the numerical output below.

## Computed values

```
EOT: 1.0 nm; film thickness: 6.0 nm
relative permittivity: film 11.7, spacer 3.9
main gate length: 24 nm; grid step: 0.25 nm
gate height: 10 nm; source/drain length: 12 nm
C = 3.9/EOT: 3.90 per nm (relative permittivity)
temperature: 300 K; ideal swing: 59.53 mV/dec
EOT-only decay length: 3.487 nm
--- single layer, permittivity 3.9, thickness 1.0 nm
  M: 1.30 nm; k: 0.2839 per nm
  decay length: formula 3.522 nm, 2D 3.524 nm, lower bound 3.522 nm
  g_D at 12, 24, 36 nm gate: 0.1983, 0.0373, 0.0068
  lowest-mode end amplitude at 24 nm: 1.126
  DIBL: small bias 40.3 mV/V, at 0.5 V 32.8 mV/V
  swing: 64.3 mV/dec
--- single layer, permittivity 15.6, thickness 4.0 nm
  M: 20.80 nm; k: 0.2443 per nm
  decay length: formula 4.094 nm, 2D 4.095 nm, lower bound 4.054 nm
  g_D at 12, 24, 36 nm gate: 0.2359, 0.0569, 0.0132
  lowest-mode end amplitude at 24 nm: 1.069
  DIBL: small bias 64.2 mV/V, at 0.5 V 52.7 mV/V
  swing: 67.2 mV/dec
--- single layer, permittivity 23.4, thickness 6.0 nm
  M: 46.80 nm; k: 0.2052 per nm
  decay length: formula 4.874 nm, 2D 4.875 nm, lower bound 4.736 nm
  g_D at 12, 24, 36 nm gate: 0.2610, 0.0783, 0.0229
  lowest-mode end amplitude at 24 nm: 0.920
  DIBL: small bias 92.9 mV/V, at 0.5 V 77.1 mV/V
  swing: 70.6 mV/dec
--- single layer, permittivity 39.0, thickness 10.0 nm
  M: 130.00 nm; k: 0.1434 per nm
  decay length: formula 6.974 nm, 2D 6.968 nm, lower bound 6.559 nm
  g_D at 12, 24, 36 nm gate: 0.2972, 0.1219, 0.0510
  lowest-mode end amplitude at 24 nm: 0.687
  DIBL: small bias 161.2 mV/V, at 0.5 V 137.5 mV/V
  swing: 78.7 mV/dec
DIBL ratio, thickest to thinnest layer: 4.00
barrier held in DIBL calculation: 0.4 eV
--- stack 0.5 nm (3.9) + 3 nm (23.4), 3.9 layer at channel
  M: 6.99 nm; decay length: 3.708 nm, 2D 3.710 nm
  g_D: 0.0437; DIBL: 47.9 mV/V
--- stack 0.5 nm (3.9) + 3 nm (23.4), 23.4 layer at channel
  M: 41.11 nm; decay length: 4.677 nm, 2D 4.678 nm
  g_D: 0.0735; DIBL: 86.2 mV/V
--- lateral permittivity of dielectric set to zero
  g_D for the four layers: 0.0358, 0.0358, 0.0358, 0.0358
  2D decay length, 10 nm layer: 3.487 nm
g_D change on halving grid: 1 nm layer -0.14 %, 10 nm layer -1.70 %
```
